# Steady Heights of Polishing-Pad Summits under Wear and Continuous Conditioning

A wafer is pressed on a rotating polymer pad and touches the tallest summits of its surface. Sliding wears these summits, the more heavily loaded ones faster, while a diamond disk elsewhere on the pad keeps cutting the surface. The problem is to find how the summit heights evolve and when they can become steady.

The pad has $N$ summit sites per unit area. The lowest diamond-tip level sinks into the pad at a maintained cut rate $C$. The unloaded height $z$ of a summit is measured upward from that sinking level, and the wafer plane lies at $d(t)$. A summit with overlap $\delta=z-d>0$ carries the force $F(\delta)$ and wears at the rate $w(\delta)$, averaged over a pad revolution. Both functions vanish for $\delta\le0$ and increase smoothly for $\delta>0$. Summits deform elastically and independently, keep their shape as they wear, and carry the whole load; part (g) examines these assumptions. The algebra contains no atomic constants, so engineering units are used.

**(a) Derive the evolution equation and the load condition, and solve the equation for a known $d(t)$.**

Let $S(z,t)$ be the fraction of sites higher than $z$, so that the height density is $\varphi=-\partial S/\partial z$. Two processes change $S$.

First, an uncut summit moves in the sinking frame at the velocity $C-w(z-d)$: the frame falls away beneath it, and wear lowers it. The upward flux through $z$ adds $(C-w)\varphi$ to $\partial S/\partial t$.

Second, tips pass at random, independently of the summit height. A pass with its furrow bottom at $y$ changes $z$ to $\min(z,y)$, because cutting cannot add material. Let $\lambda(z)$ be the rate of passes with bottoms below $z$. Every site above $z$ drops below it at this rate, which removes $\lambda S$. Hence

$$\frac{\partial S}{\partial t}+\left[C-w(z-d)\right]\frac{\partial S}{\partial z}=-\lambda(z)S .$$

By its definition $\lambda$ cannot decrease with $z$. It is zero for $z\le0$, and we take it to be positive for $z>0$.

The applied pressure is $P=N\int_d^\infty F(z-d)\varphi\,dz$. Integration by parts, with $F(0)=0$ and $FS\to0$ at large height, gives

$$P=N\int_d^\infty F'(z-d)\,S(z,t)\,dz .$$

This condition fixes $d(t)$ and couples all the summits.

For a known $d(t)$, follow a path $Z(t')$ with $dZ/dt'=C-w(Z-d)$ that ends at $z$ at time $t$. Along it $dS/dt'=-\lambda S$, so

$$S(z,t)=S\big(Z(0),0\big)\exp\left[-\int_0^t\lambda\big(Z(t')\big)\,dt'\right].$$

**(b) Find the steady distribution for a given wafer plane.**

Let $\delta^*$ be the overlap at which $w(\delta^*)=C$, with a finite positive slope $w'(\delta^*)$. Below $z^*=d+\delta^*$ the velocity is positive, and the steady equation reads

$$-\frac{1}{S}\frac{dS}{dz}=\frac{\lambda(z)}{C-w(z-d)} .$$

Without wear the right side would be $\lambda/C$. Wear multiplies this by $1/(1-w/C)$, because a worn summit rises more slowly and is exposed to the tips for longer at each height. With $S=1$ far below the tips,

$$S(d+\delta)=\exp\left[-\int_{-\infty}^{d}\frac{\lambda}{C}\,dz-\int_0^\delta\frac{\lambda(d+x)}{C-w(x)}\,dx\right],\qquad 0\le\delta<\delta^* .$$

Near $\delta^*$ the denominator is approximately $w'(\delta^*)(\delta^*-x)$. If $z^*>0$, then $\lambda(z^*)>0$, the integral diverges logarithmically and $S$ falls to zero at $z^*$. Being non-increasing, $S$ stays zero above. No summit in the steady state exceeds the overlap $\delta^*$.

If $z^*\le0$, nothing cuts the sites below $z^*$, so $S=1$ there. Above $z^*$ the velocity is negative, and the steady equation would make $S$ constant or increasing with height. Since $S$ cannot increase and must vanish at large height, it is zero. All sites then sit at $z^*$, carry the pressure $NF(\delta^*)$ and are never cut. This is not a conditioned state.

**(c) For which loads does a conditioned steady state exist, and is it unique?**

For $d>-\delta^*$ the load is

$$L(d)=N\int_0^{\delta^*}F'(\delta)\,S(d+\delta)\,d\delta .$$

Raise $d$. Neither integral in the exponent of $S$ can decrease, since $\lambda$ is non-decreasing. For $d\ge0$ the first grows. For $d<0$ the second grows whenever $d+\delta>0$, because more of its range lies within reach of the tips. Thus $L$ decreases strictly; it is also continuous.

As $d\to-\delta^*$, each fixed $\delta<\delta^*$ eventually has $d+\delta<0$, hence $S\to1$ and $L\to NF(\delta^*)$. As $d\to\infty$, the first integral diverges and $L\to0$. Each load between these limits is therefore met by one value of $d$. A conditioned steady state exists, and is unique, if and only if

$$P<P^*\equiv N\,F(\delta^*),\qquad w(\delta^*)=C .$$

If the load were shared equally by all sites, each would have to wear more slowly than the conditioner cuts. The limit does not depend on the distribution of tip depths, although $d$ does. With no conditioning, loaded summits wear and nothing renews them, so no loaded steady state exists.

**(d) Solve the case of equal tips and flat-topped summits.**

For equal tips, $\lambda=\lambda_0$ for $z>0$. An unworn conditioned pad then has $S=e^{-z/s}$ with $s=C/\lambda_0$, the recession during the mean time between cuts.

A flat top of radius $a$ on an elastic half-space with contact modulus $E^*$ has $F=K\delta$, where $K=2E^*a$. Let the wear depth per sliding length and pressure be $k$, the speed $V$, and the fraction of time under the wafer $f$. Then

$$w=fkV\frac{F}{\pi a^2}=A\delta,\qquad A=\frac{fkVK}{\pi a^2},\qquad \delta^*=\frac CA .$$

The mean pressure on a summit at $\delta^*$ is $p^*=C/(fkV)$, so $P^*=NK\delta^*=N\pi a^2p^*$.

Define $q=\delta^*/s=\lambda_0/A$. For $d\ge0$, since $\lambda_0/(C-Ax)=1/[s(1-x/\delta^*)]$,

$$S(d+\delta)=e^{-d/s}\exp\left[-\frac1s\int_0^\delta\frac{dx}{1-x/\delta^*}\right]=e^{-d/s}\left(1-\frac{\delta}{\delta^*}\right)^q .$$

The load follows from $\int_0^{\delta^*}(1-\delta/\delta^*)^q\,d\delta=\delta^*/(1+q)$:

$$P=\frac{P^*}{1+q}\,e^{-d/s},\qquad d=s\ln\frac{P^*}{(1+q)P}\qquad\left(P\le\frac{P^*}{1+q}\right).$$

The touching fraction is $S(d)=(1+q)P/P^*$. Dividing $P$ by the real contact area per unit area, $N\pi a^2S(d)$, gives the mean contact pressure $p^*/(1+q)$, independent of load in this range.

At higher loads $d=-\delta_0<0$, and every site touches. Then $S=1$ up to $\delta_0$, followed by $[(\delta^*-\delta)/(\delta^*-\delta_0)]^q$, so

$$P=NK\left[\delta_0+\frac{\delta^*-\delta_0}{1+q}\right],\qquad \frac{\delta_0}{\delta^*}=\frac{(1+q)P/P^*-1}{q} .$$

This reaches $\delta_0=\delta^*$ at $P=P^*$, in agreement with (c).

Two limits show the role of $q$. For weak wear at fixed $s$, $\delta^*$ and $q$ grow without bound, and $(1-\delta/\delta^*)^{\delta^*/s}\to e^{-\delta/s}$, the unworn tail. For strong wear at a fixed ratio $P/P^*<1$, $q\to0$ and nearly all contacts approach $p^*$. At a fixed load, by contrast, stronger wear lowers $P^*$ until no steady state remains. The density within the contacts is proportional to $(1-\delta/\delta^*)^{q-1}$, so summits pile up at the wear limit when $q<1$.

The approach to the steady state has a simple form while $d\ge0$. The load condition keeps $Q=\int_d^\infty S\,dz=P/(NK)$ constant. Differentiating it and inserting the evolution equation gives

$$0=-\dot d\,S(d)+C\,S(d)-(A+\lambda_0)Q .$$

Here $-C\int_d^\infty S'dz=CS(d)$ and $A\int_d^\infty(z-d)S'dz=-AQ$. Therefore

$$\dot d=C\left[1-\frac{(1+q)P/P^*}{S(d,t)}\right].$$

The wafer plane sinks in this frame while fewer summits touch than in the steady state.

**(e) Evaluate a polishing example.**

Take rough values for a hard polyurethane pad: $P=20$ kPa, $V=1$ m/s, $f=0.25$, $k=2\times10^{-15}$ Pa$^{-1}$, $E^*=100$ MPa, $a=10$ µm, $N=20$ mm$^{-2}$, $C=0.5$ µm/min and a mean time between cuts of 8 min. Then $s=0.5\times8=4$ µm. With $C=8.33\times10^{-9}$ m/s,

$$p^*=\frac{8.33\times10^{-9}}{0.25\times2\times10^{-15}\times1}\ \text{Pa}=16.7\ \text{MPa},$$

or $1.04\times10^{-4}$ eV/Å$^3$. Further,

$$\delta^*=\frac{\pi a p^*}{2E^*}=\frac{\pi\times10\times16.7}{200}=2.62\ \text{µm},\qquad q=\frac{2.62}{4}\approx0.65 .$$

The load limit is $P^*=N\pi a^2p^*\approx105$ kPa, and the wafer plane reaches $d=0$ at $P^*/(1+q)=63.3$ kPa. At 20 kPa,

$$d=4\ln\frac{63.3}{20}=4.61\ \text{µm},\qquad S(d)=\frac{20}{63.3}=0.316 .$$

The real contact area is 0.20% of the pad area, and the mean contact pressure is $16.7/1.654=10.1$ MPa. On the unworn pad it is $Ks/(\pi a^2)=25.5$ MPa. Wear thus spreads the load over more summits.

A simulation of 10,000 individual summits, with 3 s steps over 9000 s and averages over the second half, gave $d=4.64$ µm from an exponential start and 4.58 µm from equal heights. This supports convergence at constant load for this example; it is not a general proof. The touching fraction rose from 0.125 at engagement to 0.213 after 300 s. At that time the path solution of (a), using the simulated $d(t)$, reproduced $S$ at four heights with a largest absolute difference of 0.005.

**(f) Find the minimum cut rate, examine overload, and replace the flat tops by domes.**

For flat tops, $P<P^*$ is equivalent to

$$C>C_c=\frac{fkVP}{N\pi a^2}.$$

At the example's load, $C_c=0.5\times20/104.7=0.0955$ µm/min. Stiffness has cancelled: it changes the overlap needed to carry a force, but not the pressure of that force on a fixed area.

A balance of mean height shows independently that no steady state exists below $C_c$. Because wear is linear in force, the mean wear rate over all sites is $A\langle\delta\rangle=AP/(NK)=C_c$, however the load is shared. Hence

$$\frac{d\langle z\rangle}{dt}=C-C_c-(\text{mean loss by cutting}).$$

The last loss is not negative, so for $C<C_c$ the mean height must sink. Once all sites touch and lie below the tips, their height differences decay as $e^{-At}$, with $1/A=314$ s here. In the simulation at $1.1P^*$ the summits left the reach of the tips, became equal in height and sank at 0.05 µm/min, which is $0.1C$. At $0.9P^*$ a steady state formed with $d=-1.96$ µm, as the formula gives.

The limit belongs to a conditioner whose tips sink at a prescribed rate $C$. In a steady state the balance above reads $C=C_c+r$, with $r$ the mean loss by cutting, so $C>C_c$ says only that $r>0$. If the tips instead follow the surface and hold $r$ fixed, $C$ adjusts to $C_c+r$ and the condition is met at every load: with the example's $r=0.405$ µm/min, a load of $1.1P^*$ gives a conditioned steady state that sinks at 0.955 µm/min. A real disk is pressed on by force and is not left behind by sinking summits, so the overload state should not be read as a prediction for such a tool.

For domes of fixed radius $R$, Hertz contact gives $F=\frac43E^*\sqrt R\,\delta^{3/2}$ over an area $\pi R\delta$. The mean pressure is $(4E^*/3\pi)\sqrt{\delta/R}$, so

$$w=C\sqrt{\delta/\delta^*},\qquad \delta^*=R\left(\frac{3\pi p^*}{4E^*}\right)^2 .$$

Put $x=\delta^*u^2$ and $y=\sqrt{\delta/\delta^*}$. Then

$$\int_0^\delta\frac{dx}{1-\sqrt{x/\delta^*}}=2\delta^*\int_0^y\frac{u\,du}{1-u}=-2\delta^*\left[y+\ln(1-y)\right],$$

and for equal tips and $d\ge0$

$$S(d+\delta)=e^{-d/s}\left[(1-y)e^y\right]^{2\delta^*/s}.$$

For $R=50$ µm and the other inputs unchanged, $\delta^*=7.71$ µm and $P^*=404$ kPa. Since $F(\delta^*)\propto(\delta^*)^{3/2}\propto C^3$, the critical cut rate is $0.5(20/404)^{1/3}=0.184$ µm/min. It exceeds the flat-top value although $P^*$ is also larger, because the dome limit falls more steeply as $C$ is reduced. The contact radius $\sqrt{R\delta^*}$ is $0.39R$ at $C=0.5$ µm/min and $0.14R$ at the critical rate. Hertz theory needs it small, so the 404 kPa is rough.

**(g) How far can the example be trusted for a real pad?**

The pressure, speed and micrometre-scale roughness are of the size used in wafer polishing. Summit density, summit shape and wear coefficient vary widely between pads and slurries, so $P^*$ and $C_c$ are estimates for these inputs, not pad properties.

Shape retention is an idealization. For $d\ge0$ a touching summit wears at the mean rate $C/(1+q)$ and remains in contact until cut, for a mean time $1/\lambda_0$. It loses on average $s/(1+q)=2.42$ µm. If its flanks rise at 60° from the pad plane, this mean loss widens its radius by $2.42/\tan60^\circ=1.4$ µm and its top area by 30%; contact lifetimes vary widely, and over them the area gain has a mean of 34% and a median of 13%. The same gain on all summits would raise $P^*$ by 30% at fixed $p^*$. A worn dome develops a flat, so the fixed-radius dome serves as a comparison of force laws rather than as a better pad model.

Slurry pressure can matter more. For a 2 mm land between grooves, a viscosity of 1 mPa s and a minimum film equal to $d$, the best taper gives about 15 kPa without side leakage. That is three quarters of the applied pressure, but lift raises $d$ and so weakens itself as $1/d^2$. Combined with the load law of (d), it settles at $d\approx6.5$ µm, with about 12.4 kPa left on the summits. Suction has the opposite feedback: it lowers $d$ and grows. If the film is as thin as $d$, suction of this strength has no balance with $d>0$, so the margin between $P$ and $P^*$ gives no assurance in that case. A thicker film, for example over deep pores, would weaken both effects; the model does not supply its thickness.

With a rough yield stress of 25 MPa, the cap $p^*$ is 0.67 of yield, but the unworn mean pressure is about equal to it. At engagement about three quarters of the load is on summits above yield, and in the elastic model wear takes some ten minutes to remove most of this excess. That period is therefore not reliably elastic, and the edges of flat tops are stressed above their mean. Nor are the overlaps small: $\delta^*$ is 0.26 of the top radius, and the mean overlap on the unworn pad is 0.4 of it. The linear law $F=K\delta$ is thus only a rough approximation here, and so are the values of $d$ and $q$ that depend on it. The flat-top formulas for $P^*$ and $C_c$ do not contain the stiffness. One neighbour at the mean contact spacing displaces a summit by 1.6% of the mean overlap; all neighbours on a 2 mm square land together displace a central summit by about a quarter of the mean overlap, and one at the edge by less. On a half-space the sum grows with the length of the land, to about 0.6 of the mean overlap for a strip of 2 mm by 20 mm. The summits are therefore independent only roughly.

For a friction coefficient of 0.4, a contact at the mean load heats by about 23 K if all the heat enters a thick oxide of conductivity 1.4 W/(m K) and cooling by sliding is ignored. This is the friction power divided by $4a$ times the conductivity, as for a disk of uniform temperature. On the same terms a summit at $p^*$ heats by $1+q$ times as much, about 37 K. These are upper estimates: for an oxide diffusivity $\kappa\approx8.6\times10^{-7}$ m$^2$/s, $Va/2\kappa\approx6$, and sliding lowers the mean rise at the mean load to roughly 7 K. An assumed 30% loss of modulus would lower $d$ to 3.98 µm and leave the flat-top $P^*$ unchanged. Viscoelastic recovery between wafer passes has not been estimated.

For scratching, the model supplies a load and not a scratch rate. In the steady state no flat summit presses harder than $p^*\pi a^2\approx5.2$ mN. Since $p^*=C/(fkV)$, faster conditioning raises this cap while it moves the pad away from the load limit. Whether a scratch forms also depends on the particles trapped under the summit. The remaining values are in the numerical output.

## Numbers as computed

```
Applied pressure P: 20 kPa
Sliding speed V: 1 m/s
Duty fraction f: 0.25
Wear coefficient k: 2e-15 1/Pa
Contact modulus E*: 100 MPa
Flat-top radius a: 10 um
Summit density N: 20 per mm2
Cut rate C: 0.5 um/min
Mean time between cuts: 8 min
Unworn height scale s: 4 um
Wear relaxation time 1/A: 314 s
Limiting overlap delta*: 2.62 um
Exponent q: 0.654
Contact pressure cap p*: 16.7 MPa
Same cap p*: 0.000104 eV/angstrom^3
Largest steady load P*: 104.7 kPa
Load at which d = 0: 63.3 kPa
Critical cut rate C_c: 0.0955 um/min
Steady wafer plane d, formula: 4.61 um
d simulated, exponential start: 4.64 um
d simulated, equal-height start: 4.58 um
Fraction of summits touching, formula: 0.316
Fraction touching, simulated: 0.314
Fraction touching at engagement: 0.125
Fraction touching after 300 s: 0.213
Steady real contact area: 0.199 %
Mean contact pressure, unworn pad: 25.5 MPa
Mean contact pressure, steady: 10.1 MPa
Share of contacts above 0.8 delta*, formula: 0.349
Same share, simulated: 0.353
Largest transient error in S: 0.0053
d at 0.9 P*, formula: -1.96 um
d at 0.9 P*, simulated: -1.96 um
Height drift at 1.1 P*, simulated: -0.05 um/min
Height spread at end, 1.1 P*: 1.3e-12 um
Dome radius R for comparison: 50 um
Dome limiting overlap: 7.71 um
Dome largest steady load: 404 kPa
Dome critical cut rate: 0.184 um/min
Rough pad yield stress: 25 MPa
Cap p* over yield stress: 0.67
Unworn mean pressure over yield: 1
Neighbour displacement over overlap: 1.6 %
Slurry viscosity: 1 mPa s
Land width between grooves: 2 mm
Best-wedge slurry pressure, film d: 15 kPa
P plus equal suction, over P*: 0.34
Friction coefficient: 0.4
Oxide thermal conductivity: 1.4 W/(m K)
Contact heating, upper estimate: 23 K
d with modulus lowered by 30 %: 3.98 um
Mean depth worn per contact life: 2.42 um
Flank angle from pad plane: 60 deg
Top area gained by that wear: 30 %
```
